# The mobile-ion capacitance peak of a film between blocking electrodes

A dielectric film between two metal plates may contain a small number of copper ions. When the film is hot, the ions can move, and a slow voltage ramp carries them from one plate to the other. They do not enter the metal, but their motion changes the charge induced on the plates, so the external circuit carries a current beyond the ordinary charging current. Divided by the ramp rate, this extra current is an excess capacitance with a peak. How high is the peak, and can it be used to count the ions?

## The model and the electrode charge

The film has thickness \(d\), area \(A\) and uniform permittivity \(\varepsilon\). It holds a fixed number \(N\) of mobile ions of charge \(+q\), or \(n=N/A\) per unit area. Blocking plates neither supply nor remove ions. The internal voltage \(V\) is the potential of the plate at \(x=0\) minus that of the plate at \(x=d\). It equals the applied voltage corrected for the built-in contact voltage, so a peak at \(V=0\) may lie away from zero on the applied-voltage axis.

Averaged over the area, the potential obeys \(\varepsilon\phi''=-\varrho(x)\), with \(\phi(0)=V\), \(\phi(d)=0\) and \(\int_0^d\varrho\,dx=qn\). Multiply by \(d-x\) and integrate the left side by parts:

\[
\int_0^d(d-x)\phi''\,dx=-d\,\phi'(0)+\int_0^d\phi'\,dx=-d\,\phi'(0)-V .
\]

With \(\xi=x/d\), Poisson's equation makes the same integral equal to \(-(qnd/\varepsilon)(1-\langle\xi\rangle)\). The charge per area on the plate at \(x=0\) is \(-\varepsilon\phi'(0)\), so its total charge is

\[
Q=\frac{\varepsilon A}{d}V-qN\bigl(1-\langle\xi\rangle\bigr). \tag{1}
\]

The first term is the charge of the ion-free capacitor. The second is the negative charge induced by the ions, which weakens as they move away. Any static fixed charge adds a constant to (1). The excess capacitance is therefore

\[
C_{\rm ex}\equiv\frac{dQ}{dV}-\frac{\varepsilon A}{d}=qN\frac{d\langle\xi\rangle}{dV}. \tag{2}
\]

## The quasi-static curve

Assume now that the ions are dilute enough for their own field to be neglected, that their free energy apart from the applied field is the same throughout the film, and that the sweep is slow enough for equilibrium at each voltage. The applied potential is \(V(1-\xi)\). With

\[
u=\frac{qV}{k_BT},
\]

the potential energy of an ion is \(-k_BT\,u\,\xi\) plus a constant. Blocking plates force the equilibrium flux to vanish, \(\rho'-u\rho=0\), which gives

\[
\rho(\xi)=\frac{e^{u\xi}}{Z},\qquad Z=\int_0^1e^{u\xi}d\xi=\frac{e^u-1}{u}. \tag{3}
\]

Differentiating \(\ln Z\) brings down one factor of \(\xi\):

\[
\langle\xi\rangle=\frac{d\ln Z}{du}=\frac{1}{1-e^{-u}}-\frac1u. \tag{4}
\]

A second derivative gives the variance,

\[
\frac{d\langle\xi\rangle}{du}=\langle\xi^2\rangle-\langle\xi\rangle^2
=\frac1{u^2}-\frac{e^{-u}}{(1-e^{-u})^2}
=\frac1{u^2}-\frac1{4\sinh^2(u/2)}\equiv f(u). \tag{5}
\]

Since \(du/dV=q/k_BT\), equation (2) becomes

\[
C_{\rm ex}=\frac{q^2N}{k_BT}f(u). \tag{6}
\]

One factor \(q\) measures the induced charge and the other the force on the ion. Temperature resists the displacement.

For the value at zero voltage, put \(z=u/2\). From \(\sinh^2z=z^2(1+z^2/3+2z^4/45+\dots)\) it follows that \(1/\sinh^2z=1/z^2-1/3+z^2/15-\dots\). The divergent terms in (5) cancel, leaving

\[
f(u)=\frac1{12}-\frac{u^2}{240}+\dots,\qquad
C_{\rm ex}(0)=\frac{q^2N}{12k_BT}. \tag{7}
\]

The number \(1/12\) is the variance of a uniform distribution on the unit interval.

The series shows a local maximum. To show that there is no other, differentiate (5):

\[
f'(u)=\frac14\left(\frac{\cosh z}{\sinh^3z}-\frac1{z^3}\right).
\]

For \(z>0\) this is negative if \((\sinh z/z)^3>\cosh z\), that is, if \(F(z)=\sinh z\,(\cosh z)^{-1/3}-z\) is positive. Here \(F(0)=0\), and with \(c=\cosh z\) and \(\sinh^2z=c^2-1\),

\[
F'=c^{2/3}-\frac{c^2-1}{3c^{4/3}}-1=\frac23c^{2/3}+\frac13c^{-4/3}-1 .
\]

The weighted arithmetic mean of \(c^{2/3}\) and \(c^{-4/3}\) is at least their weighted geometric mean, \(c^{4/9}c^{-4/9}=1\), with equality only at \(c=1\). Hence \(F'>0\) for \(z>0\), and \(f\) falls steadily. Because \(f\) is even, the maximum at \(V=0\) is unique.

At large \(|u|\), \(f\simeq1/u^2\) and \(C_{\rm ex}\simeq Nk_BT/V^2\). The ions then form a layer of thickness about \(d/|u|\) at one plate, so a further increase of voltage can move them by only a small part of the film thickness.

## Height and area

Integrating (2) over a window \(-U<u<U\) and using (4) gives

\[
\frac1{qN}\int C_{\rm ex}\,dV=\langle\xi\rangle_U-\langle\xi\rangle_{-U}=\coth\frac U2-\frac2U. \tag{8}
\]

The full area is \(qN\), because every ion crosses the film. The missing part decreases only as \(2/U\), so a finite window leaves out a noticeable amount.

Suppose next that the film has a fixed site-energy profile \(k_BT\,g(\xi)\), caused for example by traps near the plates. The density becomes proportional to \(e^{u\xi-g(\xi)}\), and the two derivatives of \(\ln Z\) give, as before,

\[
C_{\rm ex}=\frac{q^2N}{k_BT}\,{\rm Var}\,\xi\le\frac{q^2N}{4k_BT}. \tag{9}
\]

The bound holds because the variance cannot exceed \(\langle(\xi-\tfrac12)^2\rangle\), and no position is farther than \(\tfrac12\) from the middle. The factor \(1/12\) thus belongs to the flat profile. Equal deep traps at the two plates bring the zero-voltage value towards the bound.

The area is less sensitive. For a bounded profile, a sufficiently strong field still gathers the ions at the end of their accessible range. If they stop a distance \(a\) from each plate, the full area is \(qN(1-2a/d)\), whatever the shape of the profile.

## The field of the ions

Within mean-field theory, the ions' own potential energy in units of \(k_BT\), called \(\varphi\), satisfies

\[
\varphi''=-s\rho,\qquad \varphi(0)=\varphi(1)=0,\qquad s=\frac{q^2nd}{\varepsilon k_BT}. \tag{10}
\]

Let \(y=\xi-\tfrac12\) and work to first order in \(s\). At zero voltage \(\rho\simeq1\) on the right of (10), so \(\varphi=\tfrac s2(\tfrac14-y^2)\). Repulsion therefore moves ions outwards:

\[
\rho_0=1+\frac s2\left(y^2-\frac1{12}\right).
\]

With \(\langle y^2\rangle=1/12\) and \(\langle y^4\rangle=1/80\) for a uniform density, the variance becomes

\[
\frac1{12}+\frac s2\left(\frac1{80}-\frac1{144}\right)=\frac1{12}+\frac s{360}. \tag{11}
\]

A small voltage adds \(uy\) to the density. Its potential obeys \(\delta\varphi''=-suy\) and vanishes at \(y=\pm\tfrac12\), so \(\delta\varphi=su(y/24-y^3/6)\). This opposes the applied field and reduces the mean displacement by

\[
\int_{-1/2}^{1/2}y\,\delta\varphi\,dy=su\left(\frac1{288}-\frac1{480}\right)=\frac{su}{720}. \tag{12}
\]

Subtracting (12), per unit \(u\), from (11) gives \(1/12+s/720\). Thus

\[
C_{\rm ex}(0)\simeq\frac{q^2N}{12k_BT}\left(1+\frac s{60}\right). \tag{13}
\]

If a uniform fixed background neutralizes the ions, the density at zero voltage stays uniform and the gain in (11) is absent. The opposing field remains, and the factor becomes \(1-s/60\). The small coefficient means that the peak formula can be good even when \(s\) is near one.

## Attraction to the plates

The averaged potential omits a discrete effect: each ion is attracted by the charge that it itself induces in the metal. For an ion at \(x\), the plates are represented by image charges \(+q\) at \(x+2md\), with \(m\ne0\), and \(-q\) at \(-x+2md\), with all integers \(m\). The interaction energy carries a factor \(\tfrac12\), because the induced charge grows in proportion to \(q\):

\[
W=\frac{q^2}{16\pi\varepsilon d}\left[\sum_{m=1}^{\infty}\left(\frac2m-\frac1{m-\xi}-\frac1{m+\xi}\right)-\frac1\xi\right].
\]

With the series of the digamma function \(\psi\) and Euler's constant \(\gamma\), this is

\[
W=\frac{q^2}{16\pi\varepsilon d}\left[\psi(\xi)+\psi(1-\xi)+2\gamma\right]. \tag{14}
\]

Near a plate \(W\simeq-q^2/(16\pi\varepsilon x)\). In thermal units this is \(-\ell_B/(4x)\), where \(\ell_B=q^2/(4\pi\varepsilon k_BT)\) is the Bjerrum length. Lowering the ion density does not remove this energy, since it belongs to each ion separately. A flat profile therefore needs more than dilution: the attraction must be negligible at the closest approach, or be offset by short-range repulsion.

## How slow is quasi-static?

Let the voltage rise at rate \(R\), and let \(D\) be the diffusivity. With time measured in units of \(d^2/D\), \(u\) rises at the rate

\[
r=\frac{qRd^2}{k_BTD}. \tag{15}
\]

For small \(r\), write the density as \(\rho(1+\eta)\), where \(\rho\) is the equilibrium density (3) at the present voltage. Let \(\Phi=\int_0^\xi\rho\,d\xi'\) and \(h=\partial_u\Phi\). Continuity requires a flux \(-rh\), while drift and diffusion give the flux \(-\rho\eta'\). Hence \(\eta'=rh/\rho\). Since \(\rho(\xi-\langle\xi\rangle)=\partial_u\rho=h'\), and \(h\) vanishes at both plates,

\[
\delta\langle\xi\rangle=\int_0^1\eta h'\,d\xi=-\int_0^1\eta'h\,d\xi=-r\zeta(u),\qquad
\zeta=\int_0^1\frac{h^2}{\rho}\,d\xi. \tag{16}
\]

To expand \(\zeta\), use \(y\) again and set \(w=y^2-\tfrac14\). Equation (3) gives

\[
\rho=1+uy+u^2\left(\frac{y^2}2-\frac1{24}\right)+u^3\left(\frac{y^3}6-\frac y{24}\right)+\dots
\]

Differentiating in \(u\) and integrating from the plate, and separately inverting \(\rho\), one finds

\[
h=\frac w2+\frac{uyw}3+\frac{u^2w^2}8+\dots,\qquad
\frac1\rho=1-uy+u^2\left(\frac{y^2}2+\frac1{24}\right)+\dots
\]

The term of \(h^2/\rho\) without \(u\) is \(w^2/4\). The linear term is odd in \(y\) and integrates to zero. The coefficient of \(u^2\) is

\[
\left(\frac19-\frac13+\frac18\right)y^2w^2+\frac{w^3}8+\frac{w^2}{96}.
\]

The required integrals are \(\int w^2dy=1/30\), \(\int w^3dy=-1/140\) and \(\int y^2w^2dy=1/840\). Therefore

\[
\zeta=\frac1{120}+u^2\left(-\frac1{8640}-\frac1{1120}+\frac1{2880}\right)+\dots
=\frac1{120}-\frac{u^2}{1512}+\dots \tag{17}
\]

The measured curve is the derivative of \(\langle\xi\rangle-r\zeta\), namely \(1/12-u^2/240+ru/756\) near the peak. Its maximum satisfies \(u/120=r/756\), so

\[
u_{\rm peak}=\frac{10}{63}r,\qquad \delta V_{\rm peak}=\frac{10}{63}\frac{Rd^2}{D}. \tag{18}
\]

The shift follows the sweep direction and changes sign when the sweep is reversed. It sets the error in the peak position. The height is less sensitive, since to first order in \(r\) it does not change: for the flat profile a numerical solution at \(r=6.3\) moves the peak to \(u=0.95\) but lowers it by only 1.5%.

A numerical solution of the time-dependent drift–diffusion equation at \(r=0.30\) tests these results. It gives a lag of 0.002500 in \(\langle\xi\rangle\) at zero voltage, against \(r/120=0.002500\), and a peak at \(u=0.04761\), against 0.04762 from (18).

## Copper ions in a hot silica film

Take a silica interlayer film with \(d=200\) nm, relative permittivity 3.9, \(T=573\) K and \(n=10^{10}\) cm\(^{-2}\), and let each ion carry one elementary charge. These are rough, round values for a hot triangular-voltage-sweep test. The plates are assumed to carry barrier layers that block copper.

The thermal voltage is 49.38 mV and the ion charge is \(qn=1.602\) nC/cm\(^2\). Equation (7) gives

\[
\frac{C_{\rm ex}(0)}A=\frac{1.602\ {\rm nC/cm^2}}{12\times0.04938\ {\rm V}}=2.70\ {\rm nF/cm^2},
\]

which is 0.157 of the geometric capacitance, 17.27 nF/cm\(^2\). Half height is reached at \(|u|=4.161\), so the full width is \(2\times4.161\times0.04938=0.411\) V. A window of \(\pm1\) V has \(U=20.25\), and (8) gives a collected fraction of 0.901. For this flat, non-interacting profile, the area would undercount the ions by about 10% without a correction for the tails. The correction depends on the profile: with the image wells treated below (closest approach 1.0, 0.5 and 0.3 nm) the same window collects 0.917, 0.943 and 0.974 of \(qN\), so applying (8) there would overcount.

The self-field strength is \(s=1.88\), so the predicted correction is \(s/60=3.1\%\). Numerical solution of the mean-field equations gives peak ratios, relative to (7), of 1.030 for bare ions and 0.970 with a neutralizing background. Both agree with the first-order estimate to about 0.1% of the peak.

Image attraction matters more. The Bjerrum length is 7.48 nm. For closest approaches of 1.0, 0.5 and 0.3 nm, the single-plate well depths are 0.092, 0.185 and 0.308 eV, and the zero-voltage capacitance is 1.10, 1.22 and 1.59 times the flat-profile value. An ion count based on (7) would be too high by these factors if the ions' own field is neglected; including it at \(s=1.88\) for bare ions raises them to 1.14, 1.27 and 1.64. These figures use continuum electrostatics down to atomic distances, where it is doubtful, and omit short-range forces. They show the sensitivity of the height and do not predict a particular interface. For 0.5 nm, the integrated area over \(|u|<1000\) is 0.994 of \(qN\), close to the full-range limit \(1-2a/d=0.995\). That range is a mathematical check of the area rule, far wider than the sweep considered here.

Other neglected effects are small for these numbers. At 1 V the field is 0.050 MV/cm. With an assumed hop length of 1.0 nm, the field-induced nonlinearity of hopping is \(4\times10^{-4}\). In the flat-profile model, the ion density at the plate reaches \(1.0\times10^{16}\) cm\(^{-3}\), which fills \(10^{-5}\) of an assumed \(10^{21}\) sites per cm\(^3\).

The sweep rate can be a severe restriction, depending on the diffusivity and on how precisely the peak position is wanted. Copper-ion diffusivity differs by many decades between films, so the values used here are assumptions. Allow a peak shift of one tenth of the thermal voltage, 4.94 mV. This is a strict choice: for the flat profile a sweep ten times faster lowers the height by only 1.5% and leaves the collected fraction at 0.901. For \(D=10^{-12}\) cm\(^2\)/s, (18) permits 0.078 mV/s if the profile is flat and the ions' own field is neglected. Attractive wells at the plates, such as those above, increase the lag and lower this limit. At the flat-profile limit the sweep from \(-1\) to \(+1\) V takes 7.1 h, and the peak ion current is 0.21 pA/cm\(^2\). Ohmic leakage at a voltage \(k_BT/q\) would equal this current if the film resistivity were \(1.2\times10^{16}\) ohm cm; a less resistive film would leak more. For \(D=10^{-11}\) cm\(^2\)/s the sweep takes 0.71 h, but for \(10^{-15}\) cm\(^2\)/s it takes about 7100 h. In such a slow film the equilibrium peak is out of practical reach at this thickness and temperature.

Real structures can also break the assumption of fixed \(N\). A bare copper plate under positive bias may inject ions. In the flat-profile, dilute model, each additional \(10^{10}\) ions/cm\(^2\) adds another 2.70 nF/cm\(^2\) to the peak, so the result would describe the ions introduced by the test as well as those present before it. The dilute model soon fails as ions are added, because each \(10^{10}\) ions/cm\(^2\) adds 1.88 to \(s\). In mean-field theory with a flat profile, the peak relative to (7) is 1.21 at \(10^{11}\) and 1.44 at \(10^{12}\) cm\(^{-2}\) for bare ions, and 0.78 and 0.37 with a neutralizing background; neither (7) nor (13) holds there. A low-k film of smaller permittivity has a longer Bjerrum length at the same temperature, and hence stronger image attraction at a given distance.

For counting ions, the area is the safer quantity. By (1), the excess charge passed between two instants is \(qN\) times the change in \(\langle\xi\rangle\), at any sweep rate. If leakage and the geometric charging current are subtracted, \(N\) stays fixed, and the ions are driven from one plate to the other, this charge gives \(N\) without the factor \(1/12\). The height then serves a different purpose. For dilute ions in a quasi-static sweep, (9) shows that the excess capacitance at a given voltage, divided by \(qN\), equals \((q/k_BT)\,{\rm Var}\,\xi\). It therefore measures how widely the ions are spread across the film at that voltage. The numerical output below lists the main values used here.

## Computed values

```
film thickness: 200 nm
relative permittivity: 3.9
temperature: 573 K
ion areal density: 1.0e+10 cm^-2
thermal voltage kT/q: 49.38 mV
peak excess capacitance: 2.704 nF/cm2
geometric capacitance: 17.27 nF/cm2
peak / geometric: 0.157
half-height point u: 4.161
full width at half height: 0.411 V
total ion charge (area): 1.602 nC/cm2
window half-width: 1.0 V, u = 20.25
area fraction in window: 0.901
numerical full area / qN: 1.000000
self-field strength s: 1.879
first-order shift s/60: 0.0313
peak ratio, bare ions (PB): 1.0299
peak ratio, neutral background (PB): 0.9700
mean lateral ion spacing: 100 nm
Bjerrum length: 7.48 nm
approach 0.3 nm: image well 0.308 eV, peak ratio 1.586
approach 0.5 nm: image well 0.185 eV, peak ratio 1.224
approach 1.0 nm: image well 0.092 eV, peak ratio 1.102
image-well area / qN, 0.5 nm, |u|<1000: 0.9939
field at window edge: 0.050 MV/cm
assumed hop length: 1.0 nm
hopping argument qE*hop/(2kT): 0.051
hopping nonlinearity: 4.3e-04
wall ion density at window edge: 1.01e+16 cm^-3
assumed site density: 1e+21 cm^-3
largest site filling: 1.0e-05
sweep test r: 0.30
simulated lag of mean at u=0: 0.002500
predicted lag r/120: 0.002500
simulated peak shift in u: 0.04761
predicted peak shift 10r/63: 0.04762
allowed peak shift: 4.94 mV
assumed diffusivity: 1e-11 cm2/s
  largest sweep rate: 7.78e-01 mV/s
  time for full window: 7.14e-01 h
  peak ion current: 2.10e+00 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+15 ohm cm
assumed diffusivity: 1e-12 cm2/s
  largest sweep rate: 7.78e-02 mV/s
  time for full window: 7.14e+00 h
  peak ion current: 2.10e-01 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+16 ohm cm
assumed diffusivity: 1e-15 cm2/s
  largest sweep rate: 7.78e-05 mV/s
  time for full window: 7.14e+03 h
  peak ion current: 2.10e-04 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+19 ohm cm
```
